Proton-transfer rates averaged over a classical harmonic donor–acceptor mode

## First half: averaging the coupling and the rate

A proton moves from a donor to an acceptor while an electron is transferred. The proton has to tunnel, so the coupling between the initial and final states depends strongly on the donor–acceptor distance R. This distance vibrates about an equilibrium value R₀. Let

x = R − R₀.

The coupling and the energy of the distance mode are taken as

V(x) = V₀ exp(−αx),

U(x) = Kx²/2, K = MΩ².

Here V₀ is the vibronic coupling at R₀, α > 0 is its decay constant, M is the mass of the mode and Ω its angular frequency. "Vibronic" means that V contains both the electronic coupling and the overlap of the proton wavefunctions. One proton level is kept on each side. The distance mode has the same minimum and the same force constant K before and after the transfer; the second half relaxes the first of these conditions.

The symbol k is the Boltzmann constant, T the temperature, and r a rate. The solvent is classical and responds linearly, with reorganization energy λ. The reaction free energy is ΔG. All of V₀, α, K, λ and ΔG are held fixed when T changes.

**(a) Find the rate when the distance is held at a fixed value x.**

**Solution.** Describe the solvent by a dimensionless coordinate q. Its free energies in the initial and final states are

G_i(q) = λq²,

G_f(q) = λ(q − 1)² + ΔG.

The vertical energy gap is their difference:

G_f − G_i = λ(q² − 2q + 1) + ΔG − λq² = λ + ΔG − 2λq.

For weak coupling the golden rule applies. With a classical solvent, energy conservation selects the configurations in which the gap vanishes:

r(x) = (2π/ħ) V(x)² ⟨δ(λ + ΔG − 2λq)⟩.

The brackets denote an average over the initial thermal distribution,

p(q) = [λ/(πkT)]^(1/2) exp[−λq²/(kT)].

The prefactor normalizes p, because the integral of exp(−cq²) over all q is (π/c)^(1/2), here with c = λ/(kT). The argument of the delta function vanishes at

q_c = (λ + ΔG)/(2λ),

and its slope has magnitude 2λ. The average is therefore

⟨δ(gap)⟩ = p(q_c)/(2λ).

In the prefactor, (1/2λ)[λ/(πkT)]^(1/2) = (4πλkT)^(−1/2). In the exponent, λq_c² = (λ + ΔG)²/(4λ). Define the resulting density at reaction free energy E as

D(E) = (4πλkT)^(−1/2) exp[−(λ + E)²/(4λkT)].

The rate at fixed distance is then

r(x) = (2π/ħ) V(x)² D(ΔG).

It is the product of a squared coupling and a probability density for resonance. The density has units of inverse energy, so r has units of inverse time. Weak coupling enters here: if a single passage through resonance transferred the proton with a probability near one, the rate could not keep growing as V².

**(b) Let the distance fluctuate thermally. By what factor F does the rate change, relative to the rate with the distance frozen at x = 0?**

**Solution.** Suppose that the mode restores its thermal distribution much faster than the reaction removes reactants. The observed rate is then the thermal average of r(x). The gap does not contain x, because the mode has the same energy curve in both states. The factor D(ΔG) therefore leaves the average:

r = (2π/ħ) D(ΔG) ⟨V(x)²⟩.

The rate at each distance contains V², so it is V² that is averaged, and not V. The momentum of the mode does not enter V, and its Boltzmann factor cancels between the numerator and the normalization. What remains is a Gaussian distribution of x with variance

σ² = kT/K.

The factor is

F = ⟨V²⟩/V₀² = ⟨exp(−2αx)⟩
= (2πσ²)^(−1/2) ∫ exp[−x²/(2σ²) − 2αx] dx.

Complete the square in the exponent:

−x²/(2σ²) − 2αx = −(x² + 4ασ²x)/(2σ²)
= −[(x + 2ασ²)² − 4α²σ⁴]/(2σ²)
= −(x + 2ασ²)²/(2σ²) + 2α²σ².

The first term is a Gaussian of unchanged width, whose integral cancels the prefactor. The second is a constant. Hence

F = exp(2α²σ²) = exp(2α²kT/K).

The exponent is positive for either sign of α. Compression and extension are equally probable, but an exponential gains more on the favourable side than it loses on the other. For small fluctuations,

F ≈ 1 + 2α²kT/K.

If the mode is very stiff, or the coupling does not depend on distance, F tends to 1. If K tends to zero, the formula diverges. That divergence belongs to the model: a soft mode would reach distances at which neither the harmonic energy nor the exponential coupling can be continued.

Averaging V first and squaring afterwards would give a different result. Replacing 2α by α in the integral gives ⟨V⟩ = V₀ exp(α²σ²/2), so ⟨V⟩² = V₀² exp(α²σ²). The exponent would be half the correct one.

**(c) Which distances carry the rate, and how do population and coupling share the factor F?**

**Solution.** The contribution of each distance is proportional to its population times V². The completed square in part (b) shows that this product is a Gaussian centred at

x* = −2ασ² = −2αkT/K,

with the same standard deviation σ as the equilibrium distribution. The reactive pairs are compressed, and the compression grows in proportion to T. In units of the thermal spread it is

|x*|/σ = 2ασ.

At the centre, the squared coupling relative to V₀² is

V(x*)²/V₀² = exp(−2αx*) = exp(4α²σ²) = F².

The Boltzmann factor of the same displacement is

exp[−Kx*²/(2kT)] = exp[−x*²/(2σ²)] = exp(−2α²σ²) = 1/F.

Their product is F. The system thus gives up a factor F in population to gain a factor F² in squared coupling.

This result also says where the model must be accurate. The harmonic energy and the exponential coupling have to hold over a few σ around x*, and not merely around the equilibrium distance. A force constant taken from small vibrations near R₀ does not by itself guarantee this.

**(d) Find the local activation energy of the rate, the change in its Arrhenius intercept, and the contribution of the mode to an Arrhenius slope measured between two temperatures.**

**Solution.** Define the local activation energy by

E_a = kT² d(ln r)/dT.

This is the same as −d(ln r)/d(1/kT), since d(1/kT) = −dT/(kT²). From parts (a) and (b),

ln r = constant − (1/2) ln T − (λ + ΔG)²/(4λkT) + 2α²kT/K.

Differentiate each term and multiply by kT². The logarithm gives −kT/2. The barrier term gives (λ + ΔG)²/(4λ), because the derivative of −1/T is 1/T². The last term gives 2α²(kT)²/K. Therefore

E_a = (λ + ΔG)²/(4λ) − kT/2 + 2α²(kT)²/K.

The contribution of the distance mode is

E_mode = 2α²(kT)²/K = kT ln F.

In this model the distance fluctuation thus speeds up the reaction and also raises its activation energy. The reason is visible in the elastic energy at x*:

Kx*²/2 = (K/2)(2αkT/K)² = 2α²(kT)²/K = E_mode.

The reactive distribution has mean x* and variance σ², so its mean elastic energy is K(x*² + σ²)/2. The mean over all reactants is Kσ²/2. The difference is Kx*²/2, which is the energy that the reacting pairs have in excess of the average pair.

Now write the rate near one temperature as r = A exp[−E_a/(kT)], so that A = r exp[E_a/(kT)]. Sampling multiplies r by F. It also multiplies the exponential by exp[E_mode/(kT)] = F. The local intercept A is therefore multiplied by F². By part (c), this is the squared coupling at x* relative to that at R₀. An intercept obtained from the tangent to an Arrhenius plot does not measure V₀² alone, even if λ and ΔG are known.

The contribution E_mode is proportional to T², so it is not a constant barrier. Between T₁ and T₂, the slope of the straight line joining the two values of ln F gives

E_chord = k ln(F₂/F₁)/(1/T₁ − 1/T₂).

Insert ln F = 2α²kT/K and 1/T₁ − 1/T₂ = (T₂ − T₁)/(T₁T₂):

E_chord = k [2α²k(T₂ − T₁)/K] T₁T₂/(T₂ − T₁)
= 2α²k²T₁T₂/K.

This is the geometric mean of the two local values of E_mode. The identity holds for any separation of the two temperatures, provided that α and K stay fixed.

**(e) Replace the electron donor by a metal electrode. Does the factor F survive the sum over metal levels, and does it disturb the balance between forward and reverse reactions?**

**Solution.** Measure the energy ε of a metal level from the Fermi level, and let ΔG now be the reaction free energy for an electron taken from the Fermi level. An electron that starts at ε brings that much more energy, so its reaction free energy is ΔG − ε. The level is occupied with probability

f(ε) = 1/[1 + exp(ε/kT)].

Let ρ be the density of metal levels, and take ρ, V₀ and α to be the same for all levels that contribute. The electrode rate w is the sum of the pair rates:

w = (2π/ħ) ρV₀² F ∫ f(ε) D(ΔG − ε) dε.

With

Γ₀ = 2πρV₀²,

g(ΔG) = ∫ f(ε) D(ΔG − ε) dε,

this becomes

w = (Γ₀/ħ) F g(ΔG).

Γ₀ is an energy and g is dimensionless. F survives because the distance average is the same for each level. If α varied with ε, F would have to remain inside the integral. Since F is a separate factor, the mode again adds kT ln F to the activation energy; the remaining part is now kT² d(ln g)/dT.

In the reverse reaction an electron enters an empty level, and the reaction free energy has the opposite sign. The corresponding integral is

g_rev = ∫ [1 − f(ε)] D(ε − ΔG) dε.

To compare the two, put E = ΔG − ε. Since (λ + E)² − (λ − E)² = 4λE,

D(E) = D(−E) exp(−E/kT).

Also, f(ε) exp(ε/kT) = 1 − f(ε). Inserting both relations into g gives

g(ΔG) = exp(−ΔG/kT) ∫ f(ε) exp(ε/kT) D(ε − ΔG) dε
= exp(−ΔG/kT) g_rev.

The distance mode has the same energy curve in the final state, so the reverse rate is multiplied by the same F. The ratio of the rates remains exp(−ΔG/kT). The fluctuation speeds up both directions and leaves the equilibrium where it was.

## Second half: an electrode example and the limits of the result

The displacement of the donor–acceptor distance from equilibrium is x. The mode has mass M, angular frequency Ω and force constant K = MΩ²; its thermal variance is σ² = kT/K. The coupling is V₀ exp(−αx). The solvent reorganization energy is λ, and ΔG is the reaction free energy for an electron at the Fermi level. The first half gave

F = exp(2α²kT/K), x* = −2ασ², E_mode = kT ln F,

w = (Γ₀/ħ) F g(ΔG), g(ΔG) = ∫ f(ε) D(ΔG − ε) dε,

D(E) = (4πλkT)^(−1/2) exp[−(λ + E)²/(4λkT)].

Here x* is the centre of the reactive distances, f is the Fermi function, and Γ₀ is 2π times the metal density of states times V₀².

**(f) A redox-active organic additive is held near a plating cathode by a thin organic layer. It takes an electron from the metal and a proton from a warm aqueous acid bath. Use M = 100 u, ħΩ = 0.025 eV, α = 250 nm⁻¹, λ = 0.80 eV, ΔG = −0.10 eV and Γ₀ = 10⁻⁹ eV. Find the enhancement and its effect on the temperature dependence at 298.15 and 333.15 K.**

**Solution.** The mass and frequency give K = 1495 eV/nm². At 298.15 K, kT = 0.02569 eV, so

σ² = 0.02569/1495 = 1.718 × 10⁻⁵ nm², σ = 0.0041 nm,

x* = −2(250)(1.718 × 10⁻⁵) = −0.0086 nm,

ln F = 2(250)²(1.718 × 10⁻⁵) = 2.148, F = 8.57.

About 1.9% of the pairs are compressed at least as far as x*. At 333.15 K, ln F is larger by the ratio of the temperatures, and F = 11.0.

With the distance frozen at equilibrium, the rate at the lower temperature is 590 s⁻¹. Sampling raises it to 589.6 × 8.568 ≈ 5050 s⁻¹. At the higher temperature the two rates are 1157 and 12 800 s⁻¹. Heating by 35 K therefore multiplies the frozen rate by 1.96 and the sampled rate by 2.53, with the electrode free energy ΔG held fixed.

The mode adds 0.02569 × 2.148 = 0.055 eV to the local activation energy at 298.15 K, raising it from 0.164 to 0.219 eV. At 333.15 K its contribution is 0.069 eV. The chord between the temperatures gives 0.062 eV. The local Arrhenius intercept at 298.15 K is multiplied by F² = 73, although the rate itself rises by less than nine.

For a single pair of states, the frozen activation energy would be 0.153 − 0.013 = 0.140 eV. The electrode value is higher because of the metal levels. Expanding the exponent of D gives

−(λ + ΔG − ε)²/(4λkT) = −(λ + ΔG)²/(4λkT) + (λ + ΔG)ε/(2λkT) − ε²/(4λkT).

If the last term is dropped, the substitution ε = kTz turns the integral over levels into kT times a number independent of T. The additional factor T adds kT = 0.026 eV to the activation energy. The estimate is 0.166 eV, against 0.164 eV with the full integral.

**(g) Let the product have its minimum at x = δ. How does the rate change?**

**Solution.** Start with one pair of states. The energy of the mode in the final state is K(x − δ)²/2, so the gap acquires the additional term

K(x − δ)²/2 − Kx²/2 = Kδ²/2 − Kδx.

Coupling and gap now both depend on x and cannot be averaged separately. The weight exp(−2αx) can still be absorbed as before. It gives the factor F and leaves a Gaussian for x with mean −2ασ² and variance σ². In this distribution the mean gap is

λ + ΔG + Kδ²/2 + 2αδKσ² = λ + ΔG + Kδ²/2 + 2αδkT.

The solvent contributes (2λ)²⟨q²⟩ = 4λ² × kT/(2λ) = 2λkT to the variance of the gap. The mode contributes K²δ²σ² = Kδ²kT. With

Λ = λ + Kδ²/2,

the total variance is 2ΛkT. The rate is therefore F times the earlier expression with λ replaced by Λ and ΔG replaced by ΔG + 2αδkT. The same replacement holds for each metal level.

For δ = 0.005 nm, Kδ²/2 = 0.019 eV and 2αδkT = 0.064 eV at 298.15 K. The electrode rate falls to 0.26 of its value at δ = 0. For δ = −0.005 nm it rises by a factor of 2.4. Compression improves the coupling in both cases, but it raises the gap if the product prefers a longer distance, and lowers it if the product prefers a shorter one. A shift close to one thermal spread thus changes the rate by a factor of about two to four, compared with 8.6 for the enhancement itself.

The temperature dependence responds differently. Expanding the new exponent for one pair gives

−(Λ + ΔG + 2αδkT)²/(4ΛkT)
= −(Λ + ΔG)²/(4ΛkT) − αδ(Λ + ΔG)/Λ − α²δ²kT/Λ.

The first term contributes (Λ + ΔG)²/(4Λ) to the activation energy, which the change from λ to Λ raises from 0.153 to 0.158 eV. The middle term, which is linear in δ apart from the small change in Λ, does not depend on T. It changes the rate but not the activation energy. The last term reduces the coefficient 2α²k/K in ln F by the fraction Kδ²/(2Λ), here 0.019/0.819, or about 2%.

**(h) In the example ħΩ is close to kT. How large is the quantum correction to the classical mode?**

**Solution.** Let the oscillator have states m and n with energies E_m and E_n, and initial populations P_m. For one pair of electronic levels, the golden rule replaces F D(ΔG) by

Σ P_m |⟨n|exp(−αx)|m⟩|² D(ΔG + E_n − E_m).

Two things change: the spread of x, and the energy exchanged with the mode.

For the spread, omit D. Completeness of the states n then leaves ⟨exp(−2αx)⟩. Write x = x₀(a + a†), where x₀² = ħ/(2MΩ), and let s = 2αx₀. Since a and a† have commutator 1,

exp[−s(a + a†)] = exp(s²/2) exp(−sa†) exp(−sa).

The thermal average of (a†)ʲaʲ is j! N^j, where N is the mean number of quanta. Hence the average of the last two factors is Σ s^(2j)N^j/j! = exp(s²N), and

⟨exp(−2αx)⟩ = exp[s²(N + 1/2)] = exp(2α²σ_q²),

σ_q² = x₀²(2N + 1) = [ħ/(2MΩ)] coth u, u = ħΩ/(2kT).

For small u, coth u ≈ 1/u + u/3, so σ_q² ≈ σ²(1 + u²/3). In the example this larger spread alone would multiply F by 1.18 at 298.15 K.

For the energy exchange, let H be the oscillator Hamiltonian and B = exp(−αx). The weighted mean of E_n − E_m follows from

Σ_n |⟨n|B|m⟩|²(E_n − E_m) = ⟨m|BHB|m⟩ − E_m⟨m|B²|m⟩
= (1/2)⟨m|[B,[H,B]]|m⟩.

The potential commutes with B. The kinetic energy gives [B,[H,B]] = ħ²(dB/dx)²/M = ħ²α²B²/M. Before the resonance factor D is included, the mean energy taken up by the mode is therefore

E_c = ħ²α²/(2M) = 0.013 eV.

It arises because a distance-dependent coupling acts on the momentum of the mode. In the example D decreases as more energy goes into the mode, so the mean over completed transfers is smaller than E_c. Similarly,

[H,B] = B(−E_c + iħαp/M),

where p is the momentum. To leading order in ħ², the mean square of E_n − E_m is ħ²α²⟨p²⟩/M² = ħ²α²kT/M = 2E_ckT.

Now expand D about ΔG. With a = (λ + ΔG)/(2λ) from here on,

D′/D = −a/(kT), D″/D = a²/(kT)² − 1/(2λkT).

The mean exchange contributes −E_c a/(kT) to the logarithm of the rate. Half the mean square times D″/D contributes E_c a²/(kT) − E_c/(2λ). The larger spread contributes

2α²σ²u²/3 = (2α²kT/K)[ħ²Ω²/(12k²T²)] = E_c/(3kT).

The sum, to leading order and for one pair, is

ln(r_quantum/r_classical) ≈ (E_c/kT)[1/3 − a(1 − a)] − E_c/(2λ).

Here E_c/kT = 0.508 and a = 0.4375, so the estimate is 0.044 − 0.008 = 0.036. The explicit sum over oscillator states gives 0.036 for one pair and 0.037 at the electrode, the latter a rate increase of 3.8%. The increase is much smaller than the 18% from the spread alone because the energy exchange works against it.

At fixed K, E_c is proportional to 1/M. Multiplying the mass by 4 and by 16 in the explicit sum reduces the logarithmic correction from 0.0369 to 0.0092 and 0.0023, as this law requires. The expansion fails for kT well below ħΩ. There the spread tends to its zero-point value, while the classical F tends to 1.

**(i) The reactive distances lie about two thermal spreads from equilibrium. What happens if the coupling is not a pure exponential and the mode meets a steeper repulsive wall?**

**Solution.** Take two proton oscillators of mass m and frequency ω, with minima separated by d₀ + x. The product of their ground states, centred at 0 and d, has the exponent

−(mω/2ħ)[z² + (z − d)²] = −(mω/ħ)(z − d/2)² − mωd²/(4ħ).

The squared overlap is therefore exp[−mωd²/(2ħ)]. Put d = d₀ + x and choose α = mωd₀/(2ħ), which matches the slope at equilibrium. Then

V²/V₀² = exp(−2αx − αx²/d₀).

The quadratic term changes 1/σ² in the Gaussian integral to (1 + c)/σ², with c = 2ασ²/d₀. The same completed square now gives

F_curved = (1 + c)^(−1/2) exp[2α²σ²/(1 + c)].

For d₀ = 0.060 nm, c = 0.143 and the factor at 298.15 K is exp(1.88)/1.07 = 6.1, instead of 8.6.

For the wall, use the Morse energy

U = [K/(2b²)][1 − exp(−bx)]², b = 20 nm⁻¹.

For small bx it is Kx²(1 − bx)/2, so compression costs more than in the harmonic model. Numerical averaging over |x| ≤ 0.06 nm, with the exponential coupling, gives 5.2. With both changes the factor is 4.2 at 298.15 K and 4.8 at 333.15 K. The local contribution of the mode to the activation energy at 298.15 K falls from 0.055 to 0.030 eV. Both changes reduce the contribution of the compressed side, where the simple model gets its enhancement.

**(j) Are the remaining assumptions consistent with the example, and what does the result mean for a real bath?**

**Solution.** The proton oscillators of part (i) have ħω = 0.346 eV. Let Y = mωd²/(2ħ). The displacement operator exp(−Y/2) exp(√Y a†) exp(−√Y a), now with proton operators, gives squared overlaps Y exp(−Y) between levels 0 and 1, and (1 − Y)² exp(−Y) between the two levels 1. With their thermal populations, energy gaps and distance averages, channels involving these first excited levels add 1.0% to the ground-channel rate at 298.15 K.

At x* the effective coupling width is Γ₀F² = 7.3 × 10⁻⁸ eV, far below kT. The electronic width without the proton overlap is Γ₀ exp(αd₀) = 0.0033 eV, also below kT. The frozen-distance rate at x*, divided by Ω, is 1.1 × 10⁻⁹, which leaves ample time for sampling if the mode relaxes within about a thousand vibrations. These figures support the weak-coupling treatment, but they do not measure the effect of slow solvent relaxation.

The parameters are round values chosen for illustration, not data for a particular additive. The mode is stiff: K = 1495 eV/nm² is about 240 N/m, roughly ten times the O···O force constant of an ordinary hydrogen bond such as that of the water dimer (about 15–25 N/m). Because ln F is proportional to 1/K, halving M at the same Ω already squares F, to 73. For K = 150 eV/nm² the formula would give ln F ≈ 21 and x* ≈ −0.09 nm, a compression larger than d₀, where the exponential coupling and harmonic energy no longer apply. The two temperatures, 25 and 60 °C, are possible for an aqueous bath. At a real cathode, the assumption of one harmonic distance with an exponential coupling is doubtful: the wall and curvature used here reduce the enhancement from 8.6 to 4.2, and a product shift of 0.005 nm changes the harmonic-model rate by a factor of 0.26 or 2.4. The measured current would also depend on the coverage of the additive, its orientation and the supply of protons, none of which is in the model. For these numbers, including the stiff mode, and with the same equilibrium distance before and after the transfer, an enhancement of several times is a fair reading of the model. A product that prefers a longer distance can remove most of it, and one that prefers a shorter distance can increase it. For a real interface even the order of magnitude of the enhancement is open until the force constant and the shape of the potential at compressed distances are known.

Computed values

```
Mode mass: 100 u
Mode quantum: 0.025 eV
Coupling decay alpha: 250 1/nm
Solvent reorganization energy: 0.8 eV
Reaction free energy: -0.1 eV
Gamma0: 1e-09 eV
Temperature T1: 298.15 K
Temperature T2: 333.15 K
kT at T1: 0.02569 eV
kT at T2: 0.02871 eV
Force constant K: 1495 eV/nm^2
Distance variance at T1: 1.718e-05 nm^2
Distance spread sigma at T1: 0.004145 nm
Reactive displacement x* at T1: -0.008592 nm
Population with x below x*: 0.0191
ln F at T1: 2.148
F at T1: 8.568
F at T2: 11.02
F squared at T1: 73.4
g at T1: 0.0003881
g at T2: 0.0007615
Frozen-distance rate at T1: 589.6 1/s
Sampled rate at T1: 5051 1/s
Frozen-distance rate at T2: 1157 1/s
Sampled rate at T2: 1.276e+04 1/s
Frozen rate ratio T2/T1: 1.962
Sampled rate ratio T2/T1: 2.525
Frozen activation energy at T1: 0.1643 eV
Sampled activation energy at T1: 0.2195 eV
Mode activation term at T1: 0.05519 eV
Mode activation term at T2: 0.0689 eV
Mode chord activation T1-T2: 0.06167 eV
Single-pair activation at T1: 0.1955 eV
Quantum/classical rate at T1: 1.038
Quantum/classical rate at T2: 1.033
Variance-only quantum/classical F at T1: 1.182
Mean mode energy cost: 0.01306 eV
Log quantum error, mass x1: 0.03685
Log quantum error, mass x4: 0.009195
Log quantum error, mass x16: 0.002298
Morse wall parameter: 20 1/nm
F with Morse wall at T1: 5.226
Proton well separation: 0.06 nm
F with curved ln coupling at T1: 6.123
F with wall and curvature at T1: 4.213
F with wall and curvature at T2: 4.813
Mode activation with both at T1: 0.02976 eV
Product minimum shift size: 0.005 nm
Rate factor, product shorter: 2.419
Rate factor, product longer: 0.2596
Proton quantum: 0.3458 eV
Excited/ground proton rate at T1: 0.01011
Implied electronic width: 0.003269 eV
Gamma at x* at T1: 7.34e-08 eV
Rate at x* divided by Omega: 1.139e-09
```
